# When a convergent Monte Carlo integral has an untrustworthy error estimate

**The argument under review.** The manuscript computes the tree-level mean of an infrared-safe observable in $\gamma^*\to\mu^-\mu^+\gamma$. It draws phase-space points without mapping all the peaks of the matrix element and quotes the sample mean with its usual standard error. The defence has three parts: the integral converges, so the sample mean converges to it; the estimator is unbiased, so it cannot be systematically low; hence the quoted error has its usual meaning, and occasional jumps are ordinary fluctuations. The first statement is correct. Do the others follow?

**The integrand**

I use $\hbar=c=1$, massless muons, total energy 1 and $e^2=4\pi\alpha$. Let $x_1,x_2$ be the muon energies divided by their maximum $1/2$, and $y_i=1-x_i$. The photon fraction is $x_3=2-x_1-x_2=y_1+y_2$, and $y_3=1-x_3$. From $(p_1+k)^2=(Q-p_2)^2$ and its analogues,

$$2p_1\!\cdot\! k=y_2,\qquad 2p_2\!\cdot\! k=y_1,\qquad 2p_1\!\cdot\! p_2=y_3 .$$

With $a=p_1+k$ and $b=p_2+k$, the amplitude without its charges is $\bar u(p_1)S^{\mu\nu}v(p_2)$, where

$$S^{\mu\nu}=\frac{\gamma^\nu \slashed a\gamma^\mu}{y_2}-\frac{\gamma^\mu\slashed b\gamma^\nu}{y_1}.$$

Current conservation allows both polarization sums, after integration over the orientation of the event, to be replaced by minus the metric. Using $\gamma^\mu\slashed p\gamma_\mu=-2\slashed p$, the square of the first term is

$$\frac{4\,\mathrm{Tr}[\slashed p_1\slashed a\slashed p_2\slashed a]}{y_2^2}
=\frac{16}{y_2^2}\left[\frac{y_2(y_3+y_1)}2-\frac{y_2y_3}2\right]=\frac{8y_1}{y_2}.$$

The second square is $8y_2/y_1$. For the interference, $\gamma^\mu\slashed p_2\gamma_\nu\slashed b\gamma_\mu=-2\slashed b\gamma_\nu\slashed p_2$ and $\gamma^\nu\slashed a\slashed b\gamma_\nu=4a\!\cdot\! b$ give a trace $-32(a\!\cdot\! b)(p_1\!\cdot\! p_2)=-8y_3$, because $a\!\cdot\! b=(y_1+y_2+y_3)/2=1/2$. Two such terms, each with prefactor $-1/(y_1y_2)$, add $16y_3/(y_1y_2)$. The sum is

$$X=\frac{8(y_1^2+y_2^2+2y_3)}{y_1y_2}=\frac{8g}{y_1y_2},\qquad g=(1-y_1)^2+(1-y_2)^2 .$$

The corresponding trace without the photon is $8p_1\!\cdot\! p_2=4$.

For phase space, first split off the photon, leaving a muon pair of squared mass $m^2=y_3$, then let the pair decay at angle $\theta$ in its own frame:

$$d\Phi_3=\frac{dm^2}{2\pi}\,\frac{1-m^2}{8\pi}\,\frac{1}{8\pi}\,\frac{d\cos\theta}{2}.$$

Since $x_1=[1+m^2+(1-m^2)\cos\theta]/2$, we have $d\cos\theta=2dx_1/(1-m^2)$, so $d\Phi_3=dx_1dx_2/(128\pi^3)$. The two-body value is $1/(8\pi)$. Therefore

$$\frac{1}{\sigma_0}\frac{d\sigma}{dx_1dx_2}
=e^2\,\frac{X}{4}\,\frac{8\pi}{128\pi^3}
=\frac{\alpha}{2\pi}\frac{g}{y_1y_2}.$$

Take the observable $V=(y_1y_2)^p$ with $p>0$. It vanishes for soft or collinear photons, and for events without a photon, so no virtual correction enters its leading mean:

$$\langle V\rangle=\frac{\alpha}{2\pi}J,\qquad J=\int_{y_1+y_2\le1} g\,(y_1y_2)^{p-1}\,dy_1dy_2 .$$

Set $y_1=sz$ and $y_2=s(1-z)$, with $s=x_3$ and $dy_1dy_2=s\,ds\,dz$. The limit $s\to0$ is soft; $z\to0,1$ are collinear. A monomial integrates to

$$D(a,b)=\int y_1^{a-1}y_2^{b-1}dy_1dy_2
=\int_0^1s^{a+b-1}ds\;B(a,b)=\frac{\Gamma(a)\Gamma(b)}{\Gamma(a+b+1)},$$

where $a,b$ are now exponents. Expanding $g=2-2y_1-2y_2+y_1^2+y_2^2$,

$$J=2\left[D(p,p)-2D(p+1,p)+D(p+2,p)\right].$$

This is finite for every $p>0$. At $p=1/4$, $J=22.249$ and, at this leading order, $\langle V\rangle\approx0.026$.

**Convergence of the mean is not convergence of the variance**

Uniform points in the triangle have density 2 and weight $w=\tfrac12g(y_1y_2)^{p-1}$. Hence

$$E[w^2]=\frac12\int g^2\,s^{4p-3}[z(1-z)]^{2p-2}\,ds\,dz .$$

Since $1/2\le g\le2$, the factor $g^2$ cannot remove a divergence. The soft integral diverges when $4p-3\le-1$, the collinear one when $2p-2\le-1$. Both conditions are $p\le1/2$. For $0<p\le1/2$ the integral converges but the variance does not exist.

For massless muons, mapping the soft peak alone is insufficient. With $s=r^{1/(2p)}$ and $r$ uniform, $s^{2p-1}ds=dr/(2p)$. If $z$ remains uniform,

$$w=\frac{g}{2p}[z(1-z)]^{p-1}.$$

Near either collinear edge $w\approx Gz_e^{p-1}$, where $z_e$ is the distance to the edge and $G=[1+(1-s)^2]/(2p)$. The condition $w>t$ means $z_e<(G/t)^\mu$, with $\mu=1/(1-p)$. Adding both edges,

$$P(w>t)\simeq Ct^{-\mu},\qquad C=2\langle G^\mu\rangle .$$

For $p=1/4$, $\mu=4/3$ and $C=9.015$. At $t=1000$ this predicts $9.02\times10^{-4}$; sampling gave $9.09\times10^{-4}$. Removing strips of width $\delta$ at both edges leaves a second moment growing as $\delta^{2p-1}=\delta^{-1/2}$. Its computed value rises from 3946 at $\delta=10^{-4}$ to $3.957\times10^5$ at $\delta=10^{-8}$, close to the expected factor of 100.

This collinear divergence belongs to the massless limit. A muon mass $m_\mu$ at total energy $E$ keeps $z$ away from the edges by about $\delta\approx m_\mu^2/E^2$ for soft photons, roughly $10^{-4}$ at 10 GeV and $10^{-6}$ at 91 GeV. The soft-mapped weights are then bounded and the variance is finite. The behaviour derived below describes real muons only while $N\ll E^2/m_\mu^2$; beyond that the quoted error regains its usual meaning. The soft divergence of flat sampling is not removed by the mass.

**Unbiased, but usually low**

Each weight has mean $J$, so the mean $m_N$ of $N$ weights has expectation $J$ at every $N$. The manuscript is right on this point. It says nothing about the median run.

Consider soft-only mapping with $0<p<1/2$, so $1<\mu<2$. For small $k>0$ the power tail controls the leading non-linear term of the characteristic function, because the remaining terms are smaller than $k^\mu$:

$$E[e^{ikw}]-1-ikJ\simeq C\mu\int_0^\infty(e^{ikt}-1-ikt)\,t^{-\mu-1}dt .$$

To evaluate it, replace $-ik$ by $q>0$ and scale $u=qt$. Two integrations by parts, with vanishing boundary terms, give

$$\int_0^\infty(e^{-u}-1+u)u^{-\mu-1}du
=\frac{\Gamma(2-\mu)}{\mu(\mu-1)}=\Gamma(-\mu).$$

Continuing back, the integral is $\Gamma(-\mu)k^\mu e^{-i\pi\mu/2}$. Let $Y=N^{-1/\mu}\sum_i(w_i-J)$. Multiplying $N$ independent characteristic functions at argument $kN^{-1/\mu}$ gives

$$E[e^{ikY}]\to e^{-\lambda k^\mu},\qquad
\lambda=-C\mu\Gamma(-\mu)e^{-i\pi\mu/2}.$$

Because $\Gamma(-\mu)>0$, the phase of $\lambda$ is $\vartheta=\pi(1-\mu/2)$.

The identity $\mathrm{sgn}\,Y=(2/\pi)\int_0^\infty\sin(kY)\,dk/k$ now yields, with $u=k^\mu$,

$$P(Y>0)=\frac12+\frac1{\pi\mu}\int_0^\infty\frac{\mathrm{Im}\,e^{-\lambda u}}{u}\,du .$$

Call the last integral $I(\vartheta)$. It vanishes at $\vartheta=0$, and differentiation gives $dI/d\vartheta=\mathrm{Im}\int_0^\infty(-i\lambda)e^{-\lambda u}du=-1$. Thus $I=-\vartheta$ and

$$P(m_N>J)\to\frac12-\frac{1-\mu/2}{\mu}=1-\frac1\mu=p .$$

A fraction $1-p$ of long runs lies low, compensated in the expectation by rarer, larger upward errors. As $p\to1/2$ the two sides become equally likely. As $p\to0$ nearly all runs lie low, while $J$ itself diverges. At $p=1/4$ the predicted low fraction is 0.75; 2000 runs of 16000 points gave 0.745.

**Why more points do not repair the quoted error**

The deviation $m_N-J=N^{1/\mu-1}Y$ scales as $N^{-p}$. The quoted error $\Delta_N$ is defined by

$$\Delta_N^2=\frac{1}{N(N-1)}\sum_{i=1}^N(w_i-m_N)^2 .$$

The largest weight is typically of order $W=N^{1/\mu}$. Squared weights below this size contribute of order $N\int^{W^2}v^{-\mu/2}dv\sim N^{2/\mu}$ to the sum, the same order as the largest one. Hence $\Delta_N\sim N^{1/\mu-1}=N^{-p}$; subtracting the squared mean changes $\Delta_N^2$ only at order $1/N$, which is smaller for $p<1/2$. The actual and quoted errors shrink at the same slow rate. That alone is also true when the variance is finite; the difference is the distribution of their ratio. The ratio has the sign of $Y$, so it stays negative in a fraction $1-p$ of long runs and does not become Gaussian however large $N$ is. The mismatch is severe for small $p$ and fades as $p\to1/2$; the numbers below are for $p=1/4$.

For soft-only mapping the runs give:

- At $N=1000$ the median estimate is 20.20 and the median quoted error 1.79.
- At $N=16000$ these become 21.17 and 0.92. The median is still 4.9% below $J$.
- The deficit and quoted error fall by factors 0.527 and 0.514, near $16^{-1/4}=0.5$ and far from the ordinary $16^{-1/2}=0.25$.
- Coverage within one quoted error is 0.442, then 0.438; within two errors it is 0.654, then 0.644. Gaussian values would be about 0.68 and 0.95.

At the larger $N$, 35.5% of runs miss low by more than two errors, while the high-side fraction is 0.000 to the printed precision. Completely flat sampling gives a median of 19.19 and two-error coverage of 0.544.

**A jump conceals its own significance**

From $Nm_N=(N-1)m_{N-1}+w_N$,

$$m_N-m_{N-1}=\frac{d}{N-1},\qquad d=w_N-m_N .$$

The other $N-1$ deviations from $m_N$ sum to $-d$. By Cauchy's inequality their squares sum to at least $d^2/(N-1)$. Therefore

$$\Delta_N^2\ge\frac{d^2+d^2/(N-1)}{N(N-1)}=\frac{d^2}{(N-1)^2},
\qquad |m_N-m_{N-1}|\le\Delta_N .$$

However large a jump is in old errors, it is at most one new error. I searched 300 soft-only runs for a jump above five old errors after point 1000; 39 had one. The first of these was run 16, deliberately selected by this search; its largest jump, measured in old errors, occurred at point 2362. A weight of 41818 moved the result from $20.53\pm1.27$ to $38.22\pm17.74$. The displacement is $17.6959/1.2675=13.96$ old errors, but $17.6959/17.7412=0.997$ new errors. Measured in the new error, the displacement looks ordinary. The visible warning is the error itself, which has grown fourteenfold to 46% of the result.

**A cutoff gives finite variance, not automatic safety**

Infinite variance is not the fate of every unmapped peak. Consider a model soft-photon spectrum $dx/x$ with $\epsilon<x<1$. Its integral is $L=\ln(1/\epsilon)$. Uniform sampling has $w=(1-\epsilon)/x$ and

$$E[w^2]=(1-\epsilon)\int_\epsilon^1\frac{dx}{x^2}=\frac{(1-\epsilon)^2}{\epsilon}.$$

This is finite, but for $N\ll1/\epsilon$ the smallest sampled $x$ is typically of order $1/N$. The run misses about $\ln[1/(N\epsilon)]$, up to a term of order one. Its largest weight is of order $N$, making the quoted error of order one. Measured in quoted errors, the deficit therefore grows roughly as $\ln[1/(N\epsilon)]$, and for small enough $N\epsilon$ it is worse than in the infinite-variance example.

For $\epsilon=10^{-10}$, $L=23.03$. With 16000 points the median estimate is 11.33, the median quoted error 1.86, and two-error coverage 0.234. A true standard error of 1% of $L$ needs

$$N=\frac{E[w^2]-L^2}{(0.01L)^2}\approx\frac{10^{10}}{(0.2303)^2}\approx1.9\times10^{11}.$$

The map $x=\epsilon^r$, with $r$ uniform, has $|dx/dr|=xL$. Every weight is then $L$, and the variance vanishes.

**Required correction**

In the muon calculation, retain the soft map and draw $z$ from the density $[z(1-z)]^{p-1}/B(p,p)$. Dividing the integrand by this density gives

$$w=\frac{B(p,p)}{2p}\,g .$$

The bounds on $g$ confine the weights to a range whose ends differ by a factor of four. The variance is finite and the central limit theorem applies without a long wait for rare weights. At $N=16000$ the median is 22.249, the median quoted error 0.046, and the coverage 0.685 and 0.961 within one and two errors. Increasing $N$ from 1000 to 16000 multiplies the quoted error by 0.250, as it should. No jump above five old errors occurred after point 1000 in 300 runs.

The manuscript should replace its appeal to convergence by a bound on $E[w^2]$ and, where that moment is finite but dominated by rare weights, with or without a cutoff, show that $N$ is large enough to sample the region that dominates it. The numerical output below gives the full set of values.

## Computed results

```
All values dimensionless; errors are one reported error
p = 0.25, tail index mu = 1.3333, alpha = 0.0072974
exact J = 22.248896, quadrature J = 22.248896
mean observable <V> = 0.025840
cut second moment, delta=1e-4: 3945.7
cut second moment, delta=1e-8: 3.9567e+05
tail constant C = 9.0150
P(w>1000): sampled 9.093e-04, law 9.015e-04
limiting probability of a high run = 0.2500
runs: soft-only 2000, each other scheme 1000
soft-only, N=1000: median 20.1958, error 1.7889
  low runs 0.740, median pull -1.129
  coverage: 1 error 0.442, 2 errors 0.654
  misses beyond 2: low 0.346, high 0.000
soft-only, N=16000: median 21.1659, error 0.9197
  low runs 0.745, median pull -1.172
  coverage: 1 error 0.438, 2 errors 0.644
  misses beyond 2: low 0.355, high 0.000
flat, N=16000: median 19.1913, error 1.8691
  low runs 0.794, median pull -1.573
  coverage: 1 error 0.371, 2 errors 0.544
  misses beyond 2: low 0.456, high 0.000
full map, N=1000: median 22.2503, error 0.1844
  low runs 0.494, median pull 0.008
  coverage: 1 error 0.675, 2 errors 0.965
  misses beyond 2: low 0.017, high 0.018
full map, N=16000: median 22.2490, error 0.0461
  low runs 0.499, median pull 0.002
  coverage: 1 error 0.685, 2 errors 0.961
  misses beyond 2: low 0.019, high 0.020
cutoff flat, N=16000: median 11.3304, error 1.8605
  low runs 0.902, median pull -6.274
  coverage: 1 error 0.163, 2 errors 0.234
  misses beyond 2: low 0.766, high 0.000
soft-only ratios N2/N1: deficit 0.527, error 0.514
predicted N**(-p) ratio = 0.500
full-map error ratio N2/N1 = 0.2500
full-map actual spread / reported error = 0.986
jump search: 300 runs, N=16000, after point 1000
runs with jump > 5 old errors: soft-only 39, full map 0
first such run: number 16, at point 2362
  before: 20.5263 +- 1.2675
  after:  38.2222 +- 17.7412
  new weight 41818, jump 13.96 old errors
  same jump = 0.997 new errors
cutoff eps = 1e-10, exact integral = 23.0259
cutoff second moment = 1.0000e+10
flat points for 1 percent true error = 1.886e+11
```
